\section*{The g factor of an axial dangling orbital with spin-orbit coupling, part 2}

A dangling bond at the interface between silicon and its oxide has a spin resonance whose field depends on the sample's orientation. The model treats independent electrons with
\begin{equation}
h=h_0+\zeta\,\mathbf l\cdot\mathbf s+\mu_B\mathbf B\cdot(\mathbf l+g_e\mathbf s).
\label{eq:h}
\end{equation}
Here $h_0$ contains neither spin nor the field $\mathbf B$, $\mathbf l$ and $\mathbf s$ are in units of $\hbar$, $\zeta$ is an energy, and $g_e>0$. The origin of $\mathbf l$ is the central atom, and $z$ is the orbital's axis. The levels of $h_0$ are
\begin{align}
d&=c_s s+c_p p_z, & \varepsilon_d&=0,\nonumber\\
h&=c_p s-c_s p_z, & \varepsilon_h&=-\Delta_h,\nonumber\\
B_x&=a_Bp_x+a_At_x, & \varepsilon_B&=-\Delta_B,\nonumber\\
A_x&=-a_Ap_x+a_Bt_x, & \varepsilon_A&=+\Delta_A,
\label{eq:levels}
\end{align}
and likewise for $y$, with real coefficients, $c_s^2+c_p^2=a_B^2+a_A^2=1$, and neighbour orbitals $t_x,t_y$ that have neither spin-orbit coupling nor orbital moment. Seven electrons fill $h$ and $B$ and half-fill $d$.

With $p_x=xf(r)$ and so on, $l_xp_z=-ip_y$, $l_yp_z=ip_x$ and $l_zd=0$.

At $\mathbf B=0$ levels form Kramers pairs, related by time reversal; full pairs have no energy linear in $\mathbf B$. The Pauli principle keeps the electron in $d$ out of the full level $B$, but the permitted process, from $B$ into the vacancy in $d$, gives the same g factor.

For fields along ($\parallel$) and across ($\perp$) the axis, to first order in $\zeta$,
\begin{equation}
g_\parallel=g_e,\qquad
g_\perp=g_e+2\zeta c_p^2\left(\frac{a_B^2}{\Delta_B}-\frac{a_A^2}{\Delta_A}\right).
\label{eq:main}
\end{equation}

Two terms left out of \eqref{eq:h} also act on the spin linearly in $\mathbf B$: the field-dependent part of the spin-orbit operator, and the relativistic mass correction, which shifts $g$ by $-\alpha^2g_e\langle T\rangle$, with $\alpha$ the fine-structure constant and $\langle T\rangle$ the unpaired electron's kinetic energy in hartree.

The example uses $\zeta=0.02$ eV, $c_p^2=0.8$, $a_B^2=0.7$, $\Delta_B=4$ eV, $\Delta_A=5$ eV, $\Delta_h=8$ eV and $g_e=2.002319$.

\section{Sign, next order and resonance field}

The symbols carried over are these. The dangling orbital $d=c_ss+c_pp_z$ lies at energy zero and holds one electron. The orbitals $p_x,p_y$ have weight $a_B^2$ in a full level $B$ at $-\Delta_B$ and weight $a_A^2=1-a_B^2$ in an empty level $A$ at $+\Delta_A$. The rest of each level is a neighbour orbital $t$ without orbital moment. The other hybrid $h$ is full and lies at $-\Delta_h$. The one-electron Hamiltonian is $h_0+\zeta\,\mathbf l\cdot\mathbf s+\mu_B\mathbf B\cdot(\mathbf l+g_e\mathbf s)$, and full Kramers pairs contribute nothing linear in $\mathbf B$. To first order in $\zeta$ the result was $g_\parallel=g_e$ and
\begin{equation}
g_\perp-g_e=-2\zeta c_p^2G_1,\qquad
G_k=\frac{a_A^2}{\Delta_A^k}+\frac{a_B^2}{(-\Delta_B)^k}.
\label{eq:G}
\end{equation}

\textbf{Q.} Your perpendicular shift has two terms of opposite sign. Does the axial shape of the orbital not decide which way g moves?

\textbf{A.} It does not. The shape decides that the shift is perpendicular to the axis. The sign depends on where the $p_x,p_y$ character lies in energy. An empty level above $d$ is reached by the unpaired electron itself and lowers $g_\perp$. A full level below sends an electron into the vacancy in $d$, whose spin is opposite to that of the resident electron. This reverses the sign and raises $g_\perp$.

I take round parameters that stand for no particular material: $\zeta=0.02$ eV, $c_p^2=0.8$, $a_B^2=0.7$, $\Delta_B=4$ eV, $\Delta_A=5$ eV and $\Delta_h=8$ eV. The prefactor is $2\zeta c_p^2=0.032$ eV, and
\begin{align}
\text{full level: }&\quad +0.032\times\frac{0.7}{4}=+0.00560,\nonumber\\
\text{empty level: }&\quad -0.032\times\frac{0.3}{5}=-0.00192 .
\end{align}
The sum is $+0.00368$. With $g_e=2.002319$ this gives $g_\perp=2.005999$.

\textbf{Q.} That is your formula evaluated. What does the Hamiltonian say if you do not expand it?

\textbf{A.} Diagonalizing the one-electron problem with $\zeta$ kept in full gives $g_\perp=2.005977$. The formula is too high by $2.2\times10^{-5}$, which is $0.6\%$ of the shift. When $\zeta$ is halved, this difference falls by a factor $4.001$, as expected if the first neglected term is quadratic in $\zeta$.

Your earlier doubt about the Pauli principle can be tested too. A diagonalization in the space of all seven-electron determinants, where the exclusion is built in, gives the same $g_\perp$ and $g_\parallel$ as the one-electron problem. In that space, putting all of $p_x,p_y$ into the full level ($a_B^2=1$) gives a shift of $+0.00796$. Putting all of it into the empty level ($a_B^2=0$) gives $-0.00643$. The formula gives $0.032/4=0.0080$ and $-0.032/5=-0.0064$.

\textbf{Q.} Then somewhere between these two cases the orbital is axial and p-like, and yet shows no shift.

\textbf{A.} To first order in $\zeta$, yes. Setting $G_1=0$ gives
\begin{equation}
\frac{a_B^2}{\Delta_B}=\frac{1-a_B^2}{\Delta_A}
\;\Rightarrow\;
a_B^2(\Delta_A+\Delta_B)=\Delta_B
\;\Rightarrow\;
a_B^2=\frac{\Delta_B}{\Delta_A+\Delta_B}.
\end{equation}
For the gaps above this is $4/9=0.444$. The diagonalization at this point leaves a shift of $-1.6\times10^{-5}$, which belongs to higher orders in $\zeta$. A small perpendicular shift is therefore no proof that the spin-orbit coupling is small or that the orbital is s-like.

\textbf{Q.} Back to the axis. You say $g_\parallel=g_e$. Is that a symmetry, or only the order at which you stopped?

\textbf{A.} It is the order. The next one can be found from the perturbed state itself. Define $l_\pm=l_x\pm il_y$ and $s_\pm=s_x\pm is_y$, so that
\begin{equation}
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).
\end{equation}
Let this act on $d\!\uparrow$. The first term gives zero because $l_zd=0$, and the last because $s_+\!\uparrow\,=0$. In the middle term $s_-$ turns $\uparrow$ into $\downarrow$, and from $l_xp_z=-ip_y$ and $l_yp_z=ip_x$,
\begin{equation}
l_+p_z=-ip_y+i(ip_x)=-(p_x+ip_y)=\sqrt2\,p_+,\qquad
p_+=-\frac{p_x+ip_y}{\sqrt2}.
\end{equation}
Hence
\begin{equation}
\zeta\,\mathbf l\cdot\mathbf s\;d\!\uparrow\;=\frac{\zeta c_p}{\sqrt2}\;p_+\!\downarrow .
\label{eq:mix}
\end{equation}
The orbital $p_+$ carries one unit of moment along $z$. From $l_z=-i(x\partial_y-y\partial_x)$ one has $l_zp_x=ip_y$ and $l_zp_y=-ip_x$, so $l_z(p_x+ip_y)=ip_y+p_x$ and $l_zp_+=p_+$.

\textbf{Q.} So spin-orbit coupling does mix in a moment along the axis. Why did it not show up before?

\textbf{A.} Because $l_z$ gives zero on $d$, there is no cross term between $d$ and the admixture. The moment is quadratic in the admixed amplitude, hence of order $\zeta^2$.

The levels that contain $p_+$ are $B_+=a_Bp_++a_At_+$ and $A_+=-a_Ap_++a_Bt_+$, with $t_+$ formed like $p_+$. Let $b_n$ be the coefficient of $p_+$ in level $n$, so $b_B=a_B$ and $b_A=-a_A$. First-order perturbation theory with \eqref{eq:mix} gives the amplitudes
\begin{equation}
\alpha_n=-\frac{\zeta c_p}{\sqrt2}\,\frac{b_n}{\varepsilon_n-\varepsilon_d}.
\end{equation}
The total amplitude of $p_+\!\downarrow$ is $\sum_nb_n\alpha_n=-(\zeta c_p/\sqrt2)\,G_1$. Only this part has an orbital moment, so
\begin{equation}
\langle l_z\rangle=\Big(\sum_nb_n\alpha_n\Big)^2=\tfrac12\zeta^2c_p^2G_1^2 .
\end{equation}
The total weight of spin down is
\begin{equation}
w=\sum_n\alpha_n^2=\tfrac12\zeta^2c_p^2G_2 .
\end{equation}
In the normalized state spin up has weight $1-w$, and $\langle s_z\rangle=\tfrac12(1-w)-\tfrac12w=\tfrac12-w$.

\textbf{Q.} And from these mean values to $g_\parallel$?

\textbf{A.} A field along $z$ does not mix the two members of the doublet. The model is unchanged when the pairs $(p_x,p_y)$ and $(t_x,t_y)$ and the spin are turned together about $z$, and the two members have different angular momentum, $+\tfrac12$ and $-\tfrac12$, for this rotation. By time reversal their field energies are opposite. The splitting is thus twice the energy of one member, and
\begin{align}
g_\parallel&=2\left(\langle l_z\rangle+g_e\langle s_z\rangle\right)
=g_e+2\langle l_z\rangle-2g_ew\nonumber\\
&=g_e+c_p^2\zeta^2\left(G_1^2-g_eG_2\right).
\label{eq:par}
\end{align}

For the example,
\begin{align}
G_1&=\frac{0.3}{5}-\frac{0.7}{4}=-0.115\ \mathrm{eV}^{-1},\nonumber\\
G_2&=\frac{0.3}{25}+\frac{0.7}{16}=0.05575\ \mathrm{eV}^{-2}.
\end{align}
With $c_p^2\zeta^2=3.2\times10^{-4}$ eV$^2$ the shift is
\begin{equation}
3.2\times10^{-4}\,(0.0132-0.1116)=-3.15\times10^{-5}.
\end{equation}
The diagonalization gives $-3.14\times10^{-5}$, and the difference between the two falls by a factor $8.01$ when $\zeta$ is halved, as a cubic remainder should. The parallel shift is here about a hundred times smaller than the perpendicular one.

\textbf{Q.} The bracket in \eqref{eq:par} is a difference. Could other parameters make the parallel shift positive?

\textbf{A.} Not in this model, as long as the half-filled doublet has angular momentum $\pm\tfrac12$ about the axis, as the one that grows out of $d$ does. When $\zeta$ is several times $\Delta_B$, a doublet with $\pm\tfrac32$ can take its place, and the statement no longer applies. Under this condition it can be shown without expanding in $\zeta$. The member of the doublet with angular momentum $+\tfrac12$ can contain spin up only with $s$ and $p_z$, and spin down only with $p_+$ and $t_+$. Let $w$ now be its full spin-down weight. The spin-up part has no orbital moment. In the spin-down part only the $p_+$ share has one, so $\langle l_z\rangle\le w$. As before, $\langle s_z\rangle=\tfrac12-w$. Therefore
\begin{equation}
g_\parallel=2\langle l_z\rangle+g_e(1-2w)\le g_e-2w(g_e-1).
\label{eq:bound}
\end{equation}
Since $g_e>1$, $g_\parallel$ lies below $g_e$ whenever $w>0$. The inequality is for the signed quantity. When $\zeta$ is comparable with the gaps or larger, $w$ can be large and $g_\parallel$ negative, and the splitting measures $|g_\parallel|$, which need not obey \eqref{eq:bound}. It still cannot exceed $g_e$, because $\langle l_z\rangle\ge0$ and $w\le1$ give $g_\parallel\ge-g_e$. In the example $w=8.9\times10^{-6}$, so the shift must lie at or below $-1.8\times10^{-5}$, and it does. The inequality was also tested by diagonalization for 200 random sets of levels with $\zeta$ between $0.05$ and $0.5$ eV.

\textbf{Q.} Does this account for the real interface defect?

\textbf{A.} Only in part. For the silicon dangling bond at the (111) interface the measured shifts are, as a rough size, $+0.006$ across the axis and $-0.001$ along it. The pattern of a larger positive perpendicular shift is that of \eqref{eq:main} with the full levels dominating. The measured parallel shift has the sign of \eqref{eq:par}, but it is some thirty times larger than the value in my example. The parameters are not those of silicon, so this is no quantitative test, but it is a reason not to credit \eqref{eq:par} with the whole effect.

One gap is the pair of terms left out of \eqref{eq:h}, the mass correction and the field-dependent part of the spin-orbit operator. A kinetic energy of one hartree makes the first about $-1\times10^{-4}$, already larger than the shift from \eqref{eq:par} in the example, though well short of the measured value. Another weak point is the condition $l_zd=0$. It holds for $s$ and $p_z$ on one atom. A real defect has threefold symmetry, and its orbital has tails on the neighbours. Under reflection in a mirror plane that contains the axis, $l_z$ changes sign, while under the threefold rotation it does not. It can therefore connect $d$ to a level that is unchanged by the rotation and odd under the reflections. The $s$ and $p$ orbitals of the central atom form no such level. Orbitals on the three neighbours that point around the axis can form one. Symmetry then permits a parallel shift already of first order in the spin-orbit coupling. Symmetry fixes neither the sign nor the size of this shift, which depend on where such levels lie and on the spin-orbit coupling of the neighbours. Whether it explains the measured value, or even has the measured sign, is left open here.

\textbf{Q.} In the experiment the field is seldom exactly along or across the axis. What happens in between?

\textbf{A.} Let the field make an angle $\theta$ with the axis and lie in the $xz$ plane. For an axial doublet the part linear in $\mathbf B$ is
\begin{equation}
H_{\rm spin}=\mu_BB\,(g_\perp\sin\theta\,s_x+g_\parallel\cos\theta\,s_z).
\end{equation}
The bracket is a vector of length $g(\theta)$ multiplied into the spin, with
\begin{equation}
g(\theta)^2=g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta .
\label{eq:angle}
\end{equation}
The component of a spin one-half along any direction has the values $\pm\tfrac12$, so the splitting is $g(\theta)\mu_BB$. At $\theta=40^\circ$ and $0.34$ T the level splitting, computed with the field included in the diagonalization, gives $g=2.003813$. Equation \eqref{eq:angle} gives the same digits.

\textbf{Q.} Would one see such small differences in a spectrometer?

\textbf{A.} The microwave frequency $\nu$ is held fixed and the field is swept until the photon energy equals the splitting. With Planck's constant written as $2\pi\hbar$,
\begin{equation}
2\pi\hbar\nu=g\mu_BB\quad\Rightarrow\quad B=\frac{2\pi\hbar\nu}{g\mu_B}.
\end{equation}
At $9.5$ GHz the example has its resonance at $338.99$ mT with the field along the axis and at $338.37$ mT across it. The larger g factor needs the smaller field. The distance is $0.62$ mT, and the two positions can be told apart if the line is narrower than that. Since $B$ is proportional to $\nu$, the distance grows in proportion to the frequency.

The parallel shift alone moves the line by a fraction $3.14\times10^{-5}/2.0023=1.6\times10^{-5}$ of the field, or about $0.005$ mT.

\textbf{Q.} When should I stop trusting the perpendicular formula?

\textbf{A.} I name three cases. The first is a small gap. The expansion needs $\zeta$ much smaller than $\Delta_A$ and $\Delta_B$. The level $h$ must not be nearly degenerate with $d$ either, because two actions of the spin-orbit term can mix them through $p_x$ and $p_y$. This condition is much weaker: the effective coupling is $\tfrac12\zeta^2c_sc_p|G_1|$, about $10^{-5}$ eV in the example, and $\Delta_h$ need only be large compared with that. If $p_x$ or $p_y$ character comes close to $d$ in energy, the moment is no longer quenched and the doublet must be found by diagonalization.

The second is the interaction between electrons. The cancellation of full pairs was shown for independent electrons. With interaction, the energy needed to lift an electron from $B$ into $d$, or from $d$ into $A$, is not a difference of two fixed levels, and the open shell can polarize the full ones. The structure of \eqref{eq:main} may still guide the interpretation, but its gaps are then effective quantities.

The third is spin-orbit coupling and orbital moment on the neighbours, which the model omits. They matter more as the unpaired electron spreads away from the central atom. Even where the formula holds, a measured $g_\perp$ does not by itself fix $c_p^2$: the formula contains the product of $\zeta$, $c_p^2$ and a difference of two level terms, and one number cannot separate them. The full set of computed values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
free-electron g_e                        2.0023193
spin-orbit constant zeta                 0.020 eV
p weight of d, c_p^2                     0.80
bonding weight a_B^2                     0.70
antibonding weight a_A^2                 0.30
gap to filled bonding level Delta_B      4.0 eV
gap to empty antibonding level Delta_A   5.0 eV
depth of other hybrid Delta_h            8.0 eV
G1                                       -0.11500 1/eV
G2                                       0.05575 1/eV^2
g_perp shift from filled levels          +0.005600
g_perp shift from empty levels           -0.001920
g_perp shift, second-order sum           +0.003680
g_perp, second-order sum                 2.005999
g_perp, one-electron diagonalization     2.005977
g_perp, seven-electron diagonalization   2.005977
g_perp, diagonalization minus sum        -2.21e-05
g_par shift, order zeta^2 formula        -3.1489e-05
g_par shift, diagonalization             -3.1417e-05
g_par, one-electron diagonalization      2.0022879
g_par, seven-electron diagonalization    2.0022879
minority-spin weight w                   8.899e-06
upper bound on g_par shift               -1.7840e-05
error ratio on halving zeta, g_perp      4.001
error ratio on halving zeta, g_par       8.013
g_perp shift, a_B^2 = 1, seven electrons +0.007960
g_perp shift, a_B^2 = 0, seven electrons -0.006426
a_B^2 at balance                         0.4444
g_perp shift left at balance             -1.60e-05
tilt angle of field                      40 deg
field used for tilted splitting          0.34 T
g at tilt, from level splitting          2.003813
g at tilt, from angular law              2.003813
microwave frequency                      9.5 GHz
resonance field along axis               338.989 mT
resonance field perpendicular to axis    338.366 mT
difference of resonance fields           0.623 mT
\end{verbatim}
